# Gradient expansion and exact exchange kernel for a weakly modulated electron gas: a program that tests the result

```python
# Second-order exchange energy of n = n0(1 + eta cos qz), atomic units, Q = q/(2 kF):
#   dE/N = eps_x eta^2 phi/9, eps_x = -3kF/(4 pi), phi = f_x/(-pi/kF^2).
# LDA phi=1; GE2 1+5Q^2/9; GE4 1+5Q^2/9+73Q^4/225.
# Exact Kohn-Sham exchange kernel, tanh(tau)=Q: phi = P/F^2, F = 1/2+tau/sinh(2tau),
#   P = int_0^tau x[sinh2(tau-x)/sinh2x + 2(tau-x)coth2x]dx / sinh^2(tau).
# Definition: f_x chi0^2 = sum_kk' w(k-k') Dl Dl' (1/D-1/D')^2, Dl = n_k-n_{k+q},
#   D = e_{k+q}-e_k, chi0 = -kF F/pi^2.  phi(1) = pi^2/6.
import numpy as np, sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import zeta
from scipy import constants as sc
pi = np.pi
MU, C4 = 10/81, 146/2025
gx, gw = np.polynomial.legendre.leggauss(64)
gx, gw = (gx+1)/2, gw/2
U, Vv, WW = gx[:, None], gx[None, :], gw[:, None]*gw[None, :]

def F_tau(t): return 0.5+t/np.sinh(2*t)
def P_tau(t):
    f = lambda x: x*(np.sinh(2*(t-x))/np.sinh(2*x)+2*(t-x)/np.tanh(2*x))
    return quad(f, 0, t, epsabs=0, epsrel=1e-12, limit=200)[0]/np.sinh(t)**2
def phi_tau(t): return P_tau(t)/F_tau(t)**2
def phi(Q): return phi_tau(np.arctanh(Q))
def ge2(Q): return 1+5*Q**2/9
def ge4(Q): return ge2(Q)+73*Q**4/225

# gradient expansions: real-space quadrature of the functional (kF0 = 1)
def e_real(Q, eta, mu, c, cqp, D):
    th = 2*pi*np.arange(64)/64
    n0 = 1/(3*pi**2); q = 2*Q
    n = n0*(1+eta*np.cos(th)); k = (3*pi**2*n)**(1/3)
    p = (n0*eta*q*np.sin(th))**2/(4*k*k*n*n)
    l = -n0*eta*q*q*np.cos(th)/(4*k*k*n)
    return np.mean(-3*k*n/(4*pi)*(1+mu*p+c*l*l+cqp*l*p+D*p*p))/n0
def phi_real(Q, *a):
    ex = -3/(4*pi)
    g = lambda e: (e_real(Q, e, *a)-ex)*9/(ex*e*e)
    return (4*g(0.005)-g(0.01))/3
for Q in (0.4, 1.0):
    assert abs(phi_real(Q, 0, 0, 0, 0)-1) < 1e-6
    assert abs(phi_real(Q, MU, 0, 0, 0)-ge2(Q)) < 1e-6
    for D in (0.0, 1.0):
        assert abs(phi_real(Q, MU, C4, -73/405, D)-ge4(Q)) < 1e-6

# second-order Fock energy: diagonalization in a closed-shell plane-wave box, w = 1/|k-k'|^2
nz = np.arange(-7, 8); M = len(nz)
kv = np.array([[[x, y, z] for z in nz] for x in (-1, 0, 1) for y in (-1, 0, 1)], float)
eps = 0.5*(kv**2).sum(-1); flat = kv.reshape(-1, 3)
d2 = ((flat[:, None]-flat[None])**2).sum(-1)
Wc = np.where(d2 > 0, 1/np.where(d2 > 0, d2, 1), 0.0)
def box(lam, m):
    g = np.zeros((9, M, M))
    for a in range(9):
        e, u = np.linalg.eigh(np.diag(eps[a])+lam*(np.eye(M, k=m)+np.eye(M, k=-m)))
        o = u[:, e < 1.25]; g[a] = o@o.T
    E = 0.0
    for off in range(-M+1, M):
        d = np.zeros((9, M)); i = np.arange(max(0, -off), min(M, M-off))
        d[:, i] = g[:, i, i+off]
        d = d.ravel(); E -= d@Wc@d
    return E, 2*sum(np.trace(g[a], offset=m) for a in range(9))
for m in (1, 2):
    occ = (eps < 1.25)*1.0
    Dl = (occ-np.roll(occ, -m, axis=1)).ravel()
    Dk = m*flat[:, 2]+m*m/2
    iD = np.where(Dl != 0, 1/np.where(Dl != 0, Dk, 1), 0.0)
    form = (Wc*np.outer(Dl, Dl)*(iD[:, None]-iD[None])**2).sum()
    E0 = box(0.0, m)[0]
    (Ea, ra), (Eb, rb) = box(0.01, m), box(0.005, m)
    num = (4*(Eb-E0)/0.005**2-(Ea-E0)/0.01**2)/3
    assert abs(num/form-1) < 1e-5
    assert abs((4*rb/0.005-ra/0.01)/3/(-2*(Dl*iD).sum())-1) < 1e-5

# Lindhard function from its k-space definition
A = lambda z, Q: np.maximum(0, 1-(z-Q)**2)
B = lambda z, Q: np.maximum(0, 1-(z+Q)**2)
for Q in (0.3, 0.9):
    Fq = quad(lambda z: (A(z, Q)-B(z, Q))/(4*Q*z), 0, 1+Q, points=[1-Q])[0]
    assert abs(Fq-F_tau(np.arctanh(Q))) < 1e-9

# ball integral sigma(p) = 2 pi (1+sm), argument e = 1-p
sm = lambda e: e*(2-e)/(2*(1-e))*np.log((2-e)/np.abs(e))
for p in (0.6, 1.5):
    f = lambda k: 2*pi*k*k*quad(lambda c: 1/(k*k+p*p-2*k*p*c), -1, 1, limit=200)[0]
    val = quad(f, 0, min(p, 1), limit=100)[0]+(quad(f, p, 1, limit=100)[0] if p < 1 else 0)
    assert abs(val/(2*pi*(1+sm(1-p)))-1) < 1e-6

# sphere-sphere integral against surface quadrature
kf = lambda s, d: np.log(np.cosh(s)/np.sinh(d))+d/np.tanh(d)-s*np.tanh(s)
a, b = 0.8, -0.3; tot = 0.0
for Z in (np.exp(a), -np.exp(-a)):
    for Y in (np.exp(b), -np.exp(-b)):
        for z, y in ((Z*U, Y*U*Vv), (Z*U*Vv, Y*U)):
            s = 1+2*z*np.sinh(a)-z*z; t = 1+2*y*np.sinh(b)-y*y; c = (z-y)**2
            tot += abs(Z*Y)*(WW*U/np.sqrt((s-t)**2+c*c+2*c*(s+t))).sum()
assert abs(4*pi**2*tot/(8*pi**2*kf((a+b)/2, (a-b)/2))-1) < 1e-7

# V' and S' from the kernel k, and their difference
def VS(t):
    aa = -t+2*t*U**2; ln = aa+t; d = ln*Vv**3/2
    Vp = 2*(WW*4*t*U*3*ln*Vv**2*np.cosh(aa)*np.cosh(aa-2*d)*kf(aa-d, d)).sum()
    d = t*gx**2
    Sp = 2*(gw*4*t*gx*np.cosh(t-2*d)*2*np.cosh(t-d)*np.sinh(d)*kf(t-d, d)).sum()
    return Vp, Sp
for t in (0.3, 1.0, 2.0):
    Vp, Sp = VS(t)
    assert abs((Vp-Sp)/(4*np.sinh(t)**2*P_tau(t))-1) < 1e-7
# self-energy part in bipolar coordinates r1 = 1-x, r2 = 1+y
Q = 0.4; rho = 2*Q*U**3; v = 3*Vv**2-2*Vv**3; v1 = (1-Vv)**2*(1+2*Vv)
x, y = rho*v, rho*v1
S = (WW*6*Q*U**2*6*Vv*(1-Vv)*32*pi*Q*(1-x)*(1+y)/(rho*(2+y-x)**2)*2*pi*(sm(x)-sm(-y))).sum()
assert abs(S/(8*pi**2*VS(np.arctanh(Q))[1]*(1-Q*Q))-1) < 1e-6

# disc-disc integral / pi^2 (squared radii a,b, squared distance c), tested in 3D
def J(a, b, c):
    x, y = b-a+c, a-b+c
    R = np.sqrt(x*x+4*a*c)
    sx, sy = R+np.abs(x), R+np.abs(y)
    return (a*np.log(np.where(x >= 0, sx, 4*a*c/sx)/(2*c))
            + b*np.log(np.where(y >= 0, sy, 4*b*c/sy)/(2*c))+(R-a-b-c)/2)
ra_, rb_ = np.sqrt(0.7), np.sqrt(0.4)
r1, r2, ph = ra_*gx[:, None, None], rb_*gx[None, :, None], pi*gx[None, None, :]
w3 = gw[:, None, None]*gw[None, :, None]*gw[None, None, :]
assert abs((w3*ra_*rb_*4*r1*r2/(r1**2+r2**2+0.3-2*r1*r2*np.cos(ph))).sum()-J(0.7, 0.4, 0.3)) < 1e-8

# P from the definition in cylindrical coordinates, z' = z v
def P_direct(Q):
    o = 0*U
    if Q < 1:
        z2 = 1-Q+2*Q*U; v0 = (1-Q)/z2
        pan = [((1-Q)*U, 1-Q, o, o+1), (z2, 2*Q, o, v0), (z2, 2*Q, v0, o+1)]
    else:
        pan = [(2*U**3, 6*U**2, o, o+1)]
    tot = 0.0
    for z, jz, lo, hi in pan:
        v = lo+(hi-lo)*Vv; y = z*v; zz = z+0*v
        a, b, a2, b2 = A(zz, Q), B(zz, Q), A(y, Q), B(y, Q)
        H = lambda c: c*(J(a, a2, c)-J(a, b2, c)-J(b, a2, c)+J(b, b2, c))
        tot += (WW*jz*(hi-lo)*(H((zz*(1-v))**2)-H((zz+y)**2))/(zz**3*v*v)).sum()
    return -4*tot/(64*Q*Q)
for Q in (0.3, 0.6, 0.9, 0.975):
    assert abs(P_direct(Q)/P_tau(np.arctanh(Q))-1) < 1e-6
P1 = P_direct(1.0)
assert abs(P1/(pi**2/24)-1) < 1e-5

# Taylor series of the exact kernel against the published coefficients
xs, ts, Qs = sp.symbols('x t Q')
ser = lambda e, s, n: sp.series(e, s, 0, n).removeO()
xc = ser(xs*sp.cosh(2*xs)/sp.sinh(2*xs), xs, 9)
At = ((ser(sp.sinh(2*ts), ts, 10)+2*ts)*sp.integrate(xc, (xs, 0, ts))
      - ser(sp.cosh(2*ts), ts, 9)*ts**2/2-2*sp.integrate(sp.expand(xs*xc), (xs, 0, ts)))
At = sum(sp.expand(At).coeff(ts, j)*ts**j for j in range(9))
tq = sum(Qs**j/j for j in (1, 3, 5, 7))
cut = lambda e: sum(sp.expand(e).coeff(Qs, j)*Qs**j for j in range(7))
Ps = cut(At.subs(ts, tq)*(1-Qs**2)/Qs**2)
Fs = cut(sp.Rational(1, 2)+(1-Qs**2)*tq/(2*Qs))
u_ = 1-cut(Fs**2)
phis = cut(Ps*(1+u_+u_**2+u_**3))
co = [phis.coeff(Qs, j) for j in (0, 2, 4, 6)]
assert co[0] == 1 and co[1]*sp.Rational(2, 9) == sp.Rational(10, 81)
assert co[2]*sp.Rational(2, 9) == sp.Rational(146, 2025)
assert abs((phi(0.1)-ge4(0.1))/0.1**6/float(co[3])-1) < 0.02

# asymptote at Q -> 1
asym = lambda e, L: pi**2/6+e*(L**3/3-pi**2*L/6+pi**2/6-zeta(3))
for e in (1e-3, 1e-4, 1e-5, 1e-6):
    L = np.log((2-e)/e)
    assert abs(phi_tau(L/2)-asym(e, L)) < e*e*L**4

Qm = minimize_scalar(lambda Q: -phi(Q), bounds=(0.9, 0.999), method='bounded',
                     options={'xatol': 1e-9}).x
Qc = brentq(lambda Q: phi(Q)-ge4(Q), 0.99, 1-1e-9)
for Q in np.concatenate([np.linspace(0.1, 0.99, 60), 1-np.logspace(-2.2, -8, 30)]):
    ph_ = phi(Q)
    assert ph_ > ge2(Q) > 1 and (ph_ > ge4(Q)) == (Q < Qc)

# worked example
a0 = sc.physical_constants['Bohr radius'][0]*1e10
Ha = sc.physical_constants['Hartree energy in eV'][0]
kF, eta = 1.0, 0.01
n0 = kF**3/(3*pi**2); eF = 0.5*(kF*a0)**2*Ha; ex = -3*kF*a0/(4*pi)*Ha
E0 = ex*eta**2/9
print(f"kF = {kF:.2f} 1/A, eta = {eta}, n0 = {n0:.6f} 1/A^3")
print(f"eF = {eF:.5f} eV, eps_x = {ex:.5f} eV")
print(f"f_LDA = {-pi*Ha*a0/kF**2:.4f} eV A^3")
print(f"dE/N LDA (all Q) = {E0:.5e} eV = {E0/Ha:.5e} Ha")
print("series P   Q^2,Q^4,Q^6:", *[Ps.coeff(Qs, j) for j in (2, 4, 6)])
print("series phi Q^2,Q^4,Q^6:", *co[1:], f"(c6 = {float(co[3]):.5f})")
Vp, Sp = VS(np.arctanh(0.5))
print(f"Q=0.5: V' = {Vp:.6f}, S' = {Sp:.6f}, N = {Vp-Sp:.6f}")
print(f"Q=1: P direct = {P1:.6f}, pi^2/24 = {pi**2/24:.6f}, pi^2/6 = {pi**2/6:.6f}")
print(f"peak: Q = {Qm:.4f}, phi = {phi(Qm):.4f}; GE4 crossing: Q = {Qc:.5f}, phi = {phi(Qc):.4f}")
for e in (1e-2, 1e-3, 1e-4):
    L = np.log((2-e)/e)
    print(f"1-Q = {e:.0e}: L = {L:.4f}, phi = {phi_tau(L/2):.5f}, asymptote = {asym(e, L):.5f}")
rows = []
for Q in (0.25, 0.5, 0.75, 0.9, 0.95, Qm, 0.99, 1.0):
    t = np.arctanh(Q) if Q < 1 else np.inf
    F, P = (F_tau(t), P_tau(t)) if Q < 1 else (0.5, P1)
    rows.append((Q, t, F, P, P/F**2))
print("Q, q(1/A), tau, F, P, phi exact, phi GE2, phi GE4 (dimensionless)")
for Q, t, F, P, f in rows:
    print(f"{Q:.4f} {2*kF*Q:.4f} {t:.4f} {F:.5f} {P:.5f} {f:.5f} {ge2(Q):.5f} {ge4(Q):.5f}")
print("Q, dE/N (eV) exact, GE2, GE4; error % LDA, GE2, GE4")
for Q, t, F, P, f in rows:
    print(f"{Q:.4f} {E0*f:.4e} {E0*ge2(Q):.4e} {E0*ge4(Q):.4e} "
          f"{100*(1/f-1):+.2f} {100*(ge2(Q)/f-1):+.2f} {100*(ge4(Q)/f-1):+.3f}")
print("Q, lambda (eV), lambda/[eF(1-Q^2)]")
for Q, t, F, P, f in rows[:-1]:
    lam = eta*eF/(3*F)
    print(f"{Q:.4f} {lam:.5f} {lam/(eF*(1-Q*Q)):.4f}")
print(f"exact dE/N at peak = {E0*phi(Qm)/Ha:.4e} Ha, at Q=1 = {E0*rows[-1][4]/Ha:.4e} Ha")
print("success")
```

Output:

```
kF = 1.00 1/A, eta = 0.01, n0 = 0.033774 1/A^3
eF = 3.80998 eV, eps_x = -3.43766 eV
f_LDA = -45.2378 eV A^3
dE/N LDA (all Q) = -3.81962e-05 eV = -1.40369e-06 Ha
series P   Q^2,Q^4,Q^6: -1/9 -46/675 -1562/33075
series phi Q^2,Q^4,Q^6: 5/9 73/225 19261/99225 (c6 = 0.19411)
Q=0.5: V' = 4.090104, S' = 2.800699, N = 1.289405
Q=1: P direct = 0.411234, pi^2/24 = 0.411234, pi^2/6 = 1.644934
peak: Q = 0.9752, phi = 2.0728; GE4 crossing: Q = 0.99718, phi = 1.8732
1-Q = 1e-02: L = 5.2933, phi = 2.01753, asymptote = 2.05667
1-Q = 1e-03: L = 7.6004, phi = 1.77730, asymptote = 1.77922
1-Q = 1e-04: L = 9.9034, phi = 1.67567, asymptote = 1.67573
Q, q(1/A), tau, F, P, phi exact, phi GE2, phi GE4 (dimensionless)
0.2500 0.5000 0.2554 0.97890 0.99278 1.03604 1.03472 1.03599
0.5000 1.0000 0.5493 0.91198 0.96705 1.16273 1.13889 1.15917
0.7500 1.5000 0.9730 0.78378 0.90112 1.46689 1.31250 1.41516
0.9000 1.8000 1.4722 0.65540 0.79482 1.85036 1.45000 1.66287
0.9500 1.9000 1.8318 0.59400 0.71332 2.02167 1.50139 1.76565
0.9752 1.9503 2.1880 0.55504 0.63857 2.07282 1.52830 1.82169
0.9900 1.9800 2.6467 0.52660 0.55948 2.01753 1.54450 1.85616
1.0000 2.0000 inf 0.50000 0.41123 1.64493 1.55556 1.88000
Q, dE/N (eV) exact, GE2, GE4; error % LDA, GE2, GE4
0.2500 -3.9573e-05 -3.9523e-05 -3.9571e-05 -3.48 -0.13 -0.005
0.5000 -4.4412e-05 -4.3501e-05 -4.4276e-05 -14.00 -2.05 -0.307
0.7500 -5.6030e-05 -5.0133e-05 -5.4054e-05 -31.83 -10.52 -3.527
0.9000 -7.0677e-05 -5.5385e-05 -6.3515e-05 -45.96 -21.64 -10.133
0.9500 -7.7220e-05 -5.7347e-05 -6.7441e-05 -50.54 -25.74 -12.664
0.9752 -7.9174e-05 -5.8375e-05 -6.9582e-05 -51.76 -26.27 -12.115
0.9900 -7.7062e-05 -5.8994e-05 -7.0898e-05 -50.43 -23.45 -7.999
1.0000 -6.2830e-05 -5.9416e-05 -7.1809e-05 -39.21 -5.43 +14.290
Q, lambda (eV), lambda/[eF(1-Q^2)]
0.2500 0.01297 0.0036
0.5000 0.01393 0.0049
0.7500 0.01620 0.0097
0.9000 0.01938 0.0268
0.9500 0.02138 0.0576
0.9752 0.02288 0.1224
0.9900 0.02412 0.3181
exact dE/N at peak = -2.9096e-06 Ha, at Q=1 = -2.3090e-06 Ha
success
```
